# Counting k·p invariants in a degenerate band with time reversal

## 1. What symmetry fixes

Let $\mathbf q=\mathbf k-\mathbf k_0$ be measured from a point where a band is $d$-fold degenerate. The terms of degree $n$ in $\mathbf q$ are Hermitian $d\times d$ matrices multiplied by real homogeneous polynomials. Such terms form a real vector space, on which every symmetry acts linearly. The allowed terms are those left unchanged by every symmetry. Their number is therefore the dimension of a fixed subspace, and for a finite group this is the average of a trace. Since each term is a matrix times a polynomial, the trace factorizes:

$$N_n=\text{average over the group of (matrix trace)}\times\text{(polynomial trace)} .$$

It remains to find the two traces and the effect of time reversal.

## 2. Setting and theorem

**Assumptions.** The one-electron Hamiltonian $\hat H$ has the symmetry of the crystal. The level at $\mathbf k_0$ is separated by a gap from all other levels at $\mathbf k_0$, and its effective Hamiltonian has a power series in $\mathbf q$. $G$ is the finite group of point operations that preserve $\mathbf k_0$ up to a reciprocal lattice vector. An element $g$ acts on $\mathbf q$ by a real orthogonal matrix $R(g)$ and on the level by a unitary matrix $D(g)$, with $\hat g|i\rangle=\sum_j|j\rangle D_{ji}(g)$. Write $\chi(g)=\mathrm{tr}\,D(g)$ and $\chi(g^2)=\mathrm{tr}[D(g)^2]$.

With spin, $D(g)$ is fixed up to a sign; a lattice translation added to $\hat g$ multiplies it by a phase. At a time-reversal-invariant point this phase is $\pm1$. Neither choice affects the formulas below.

Let $h_n(g)$ be the trace of $g$ on the real polynomials of degree $n$. Time reversal $\Theta$ has $\Theta^2=\varepsilon$, where $\varepsilon=+1$ without spin and $\varepsilon=-1$ for one electron with spin.

**Theorem (Bir–Pikus counting).**

(a) With unitary symmetries alone, the number of independent real coefficients of degree $n$ is
$$N_n^{0}=\frac1{|G|}\sum_{g}|\chi(g)|^2h_n(g).\tag{1}$$

(b) If $-\mathbf k_0$ is equivalent to $\mathbf k_0$ and $\Theta$ maps the level to itself, the number is
$$N_n=\frac1{|G|}\sum_g\tfrac12\left[\chi(g)^2+\varepsilon(-1)^n\chi(g^2)\right]h_n(g).\tag{2}$$

The bracket with its factor ½ is the character of the symmetric square of $D$ when $\varepsilon(-1)^n=+1$, and of the antisymmetric square when it is $-1$.

In (b), $D$ must describe the whole level closed under $\Theta$. If $\Theta$ joins two representations of $G$, $\chi$ is the sum of their characters.

## 3. Covariance of the effective Hamiltonian

Define $\mathcal H(\mathbf q)=e^{-i\mathbf q\cdot\mathbf r}\hat He^{i\mathbf q\cdot\mathbf r}$, acting on Bloch functions at $\mathbf k_0$. If $\hat g$ includes a translation $\mathbf t$, then
$$\hat g e^{i\mathbf q\cdot\mathbf r}\hat g^{-1}=e^{i(R\mathbf q)\cdot(\mathbf r-\mathbf t)} .$$
The constant phase cancels between the two exponentials in $\mathcal H$, so $\hat g\mathcal H(\mathbf q)\hat g^{-1}=\mathcal H(R\mathbf q)$. Time reversal conjugates $i$ and leaves $\mathbf r$ alone, so $\Theta\mathcal H(\mathbf q)\Theta^{-1}=\mathcal H(-\mathbf q)$.

Let $P$ project on the level at $\mathbf q=0$, and $P(\mathbf q)$ on the states that grow out of it. For small $\mathbf q$, define
$$W=P(\mathbf q)P\,[P P(\mathbf q)P]^{-1/2},\qquad H(\mathbf q)=W^\dagger\mathcal H(\mathbf q)W,\tag{3}$$
with the inverse root taken within the level. Then $W^\dagger W=P$, so $H(\mathbf q)$ has the exact energies of these states. Every factor in (3) is carried by a symmetry into the same factor at the transformed $\mathbf q$. Hence, in the fixed basis at $\mathbf k_0$,
$$H(R\mathbf q)=D(g)H(\mathbf q)D(g)^\dagger .\tag{4}$$
Writing $\Theta=UK$, with $U$ unitary and $K$ complex conjugation,
$$H(-\mathbf q)=UH(\mathbf q)^*U^\dagger .\tag{5}$$

## 4. Three lemmas

**Lemma 1.** If a finite group acts linearly on a finite-dimensional space by maps $T_g$, the fixed subspace has dimension $|G|^{-1}\sum_g\mathrm{tr}\,T_g$.

*Proof.* Let $\Pi=|G|^{-1}\sum_gT_g$. Multiplication by $T_h$ permutes the sum, so $T_h\Pi=\Pi$. Averaging over $h$ gives $\Pi^2=\Pi$. Every vector $\Pi v$ is fixed, and $\Pi$ leaves each fixed vector unchanged. Thus $\Pi$ projects onto the fixed subspace, and its trace is the dimension. ∎

**Lemma 2.** The polynomial traces obey $\sum_nt^nh_n(g)=1/\det(1-tR)$, $h_0=1$, and
$$n\,h_n=\sum_{m=1}^{n}\mathrm{tr}(R^m)\,h_{n-m}.\tag{6}$$

*Proof.* The group acts by $p(\mathbf q)\to p(R^{-1}\mathbf q)$. Since $R$ is orthogonal, $\boldsymbol\ell\cdot R^{-1}\mathbf q=(R\boldsymbol\ell)\cdot\mathbf q$, so linear functions carry the eigenvalues $\lambda_i$ of $R$. Monomials built from the complex eigenfunctions carry products of the $\lambda_i$. Summing over all monomials gives
$$F(t)=\prod_i(1+t\lambda_i+t^2\lambda_i^2+\dots)=\prod_i\frac1{1-t\lambda_i}.$$
Differentiating the logarithm,
$$\frac{tF'}F=\sum_i\frac{t\lambda_i}{1-t\lambda_i}=\sum_{m\ge1}t^m\mathrm{tr}(R^m).$$
Multiplying by $F$ and comparing powers $t^n$ gives (6). ∎

The first cases are $h_1=\mathrm{tr}R$ and $h_2=\frac12[(\mathrm{tr}R)^2+\mathrm{tr}R^2]$.

**Lemma 3.** Let $\Theta$ act on the level as above. The Hermitian matrices with $\Theta X\Theta^{-1}=\tau X$, $\tau=\pm1$, carry the character
$$\chi_\tau(g)=\tfrac12[\chi(g)^2+\varepsilon\tau\chi(g^2)].\tag{7}$$

*Proof.* From $\Theta^2=UKUK=UU^*=\varepsilon$ we get $U^*=\varepsilon U^\dagger$. Complex conjugation gives $U=\varepsilon U^T$, hence
$$U^T=\varepsilon U.\tag{8}$$
Spatial operations, including their spin rotations, commute with $\Theta$. Therefore $DU=UD^*$. This makes $\chi$ real and also gives $D^\dagger U=UD^T$.

For Hermitian $X$ we have $X^*=X^T$, so the parity condition is $UX^TU^\dagger=\tau X$. This condition is complex-linear. The subspace it defines among all complex matrices is closed under Hermitian conjugation, so it is spanned by its Hermitian members. Complex and real counts therefore agree.

Set $M=XU$. By (8),
$$M^T=U^TX^T=\varepsilon UX^T=\varepsilon(UX^TU^\dagger)U=\varepsilon\tau M .$$
Thus $M$ is symmetric for $\varepsilon\tau=1$ and antisymmetric for $\varepsilon\tau=-1$. Under $X\to DXD^\dagger$,
$$M\to DXD^\dagger U=DXUD^T=DMD^T .$$

To find the trace on each subspace, project with $\frac12(M+\varepsilon\tau M^T)$, which commutes with this action. Let $E_{ab}$ be the matrix whose only nonzero entry is a 1 at $(a,b)$. The coefficient of $E_{ab}$ in $DE_{ab}D^T$ is $D_{aa}D_{bb}$, which sums to $\chi^2$. Its coefficient in $DE_{ba}D^T$ is $D_{ab}D_{ba}$, which sums to $\mathrm{tr}D^2$. Half the sum, with the sign $\varepsilon\tau$, is (7). ∎

## 5. Proof of the theorem

For part (a), let $g$ act by $H(\mathbf q)\to D\,H(R^{-1}\mathbf q)D^\dagger$. Its fixed elements satisfy (4). Phases of $D$ cancel, so this is a true representation of $G$. On matrices, the coefficient of $E_{ab}$ in $DE_{ab}D^\dagger$ is $D_{aa}D_{bb}^*$, and the trace is $|\chi|^2$. A real basis of Hermitian matrices is also a complex basis of all matrices, so the real trace is the same. Multiplying by $h_n$ and using Lemma 1 gives (1).

For part (b), $H_n(-\mathbf q)=(-1)^nH_n(\mathbf q)$. Equation (5) then requires
$$UH_n^*U^\dagger=(-1)^nH_n .$$
Each matrix coefficient must have time parity $\tau=(-1)^n$. Replacing $|\chi|^2$ in part (a) by the character (7) with this $\tau$ gives (2). ∎

**Limiting cases.** For $d=1$ and $\varepsilon=1$, the antisymmetric square is zero, so all odd orders vanish. If $G$ contains inversion $I$ with $D(I)=\pm1$, the elements $g$ and $Ig$ have equal squares $\chi^2$ and equal $\chi(g^2)$, but $h_n(Ig)=(-1)^nh_n(g)$. Their contributions cancel for odd $n$.

## 6. When the antiunitary symmetry is not time reversal alone

Suppose $\Theta$ does not preserve $\mathbf k_0$, but a product $A=\Theta r$ with a spatial operation $r$ does. The full group then has $|G|$ unitary elements and $|G|$ antiunitary elements $a=U_aK$. Let $R_a$ be the action of $a$ on $\mathbf q$, including the sign reversal by $\Theta$.

**Corollary.**
$$N_n=\frac1{2|G|}\left[\sum_g|\chi(g)|^2h_n(g)+\sum_a\chi(a^2)h_n(R_a)\right],\quad \chi(a^2)=\mathrm{tr}(U_aU_a^*).\tag{9}$$

*Proof.* On a Hermitian matrix, $a$ acts as $X\to U_aX^*U_a^\dagger=U_aX^TU_a^\dagger$. The coefficient of $E_{ab}$ in $U_aE_{ba}U_a^\dagger$ is $(U_a)_{ab}(U_a^*)_{ba}$, where the subscript on $U_a$ names the operation and the outer subscripts are matrix indices. The sum is $\mathrm{tr}(U_aU_a^*)$. Lemma 1, applied to all $2|G|$ elements, gives (9). ∎

For $a=\Theta g$, $U_a=UD^*=DU$. Therefore $U_aU_a^*=DU\,U^*D=\varepsilon D^2$. Also $R_a=-R$ and $h_n(-R)=(-1)^nh_n(R)$. Equation (9) then becomes (2).

A planar honeycomb lattice without spin shows the difference. Consider a doublet $E$ of $C_{3v}$, whose symmetric square is $A_1+E$ and antisymmetric square $A_2$. The planar vector $\mathbf q$ transforms as $E$. At $\Gamma$ the full group is $C_{6v}$, but its subgroup $C_{3v}$ together with $\Theta$ already decides the linear order: linear terms need the antisymmetric square $A_2$, which does not contain $E$, so none exists. At the valley point $K$, the twofold rotation combined with $\Theta$ leaves $\mathbf q$ unchanged and squares to $+1$. The symmetric square is then required at every order, and one linear term is allowed: the Dirac velocity. If no antiunitary operation preserves $\mathbf k_0$, (1) remains the correct count.

## 7. The spin quartet at Γ in a zinc-blende crystal

The group is $T_d$, and the quartet $\Gamma_8$ has $d=4$, $\varepsilon=-1$. Even orders use the antisymmetric square $\chi_+$ and odd orders the symmetric square $\chi_-$.

| Class | size | $\chi_+$ | $\chi_-$ | $h_1$ | $h_2$ | $h_3$ |
|---|---:|---:|---:|---:|---:|---:|
| $E$ | 1 | 6 | 10 | 3 | 6 | 10 |
| $C_3$ | 8 | 0 | 1 | 0 | 0 | 1 |
| $C_2$ | 3 | 2 | −2 | −1 | 2 | −2 |
| $S_4$ | 6 | 0 | 0 | −1 | 0 | 0 |
| $\sigma_d$ | 6 | 2 | −2 | 1 | 2 | 2 |

With $|G|=24$, leaving out classes that contribute zero,
$$N_1=\frac{30+6-12}{24}=1,\qquad N_2=\frac{36+12+24}{24}=3,$$
$$N_3=\frac{100+8+12-24}{24}=4.$$

Without time reversal, $\chi^2=\chi_++\chi_-$ is 16 for $E$, 1 for $C_3$ and zero otherwise. Hence $N_1^0=48/24=2$, $N_2^0=96/24=4$, and $N_3^0=(160+8)/24=7$.

Explicit terms follow from the spin-3/2 matrices $J_i$, which are odd under $\Theta$. Let $\{X,Y\}=(XY+YX)/2$ and
$$O_x=\frac2{\sqrt3}\{J_x,J_y^2-J_z^2\},\quad\text{with }O_y,O_z\text{ by cyclic permutation}.$$
A suitable form is
$$H_1=C\sum_iq_iO_i,\tag{10}$$
$$H_2=\frac{\hbar^2}{2m}\Big[-\gamma_1q^2+2\gamma_2\sum_iq_i^2(J_i^2-\tfrac54)+4\gamma_3\sum_{i<j}q_iq_j\{J_i,J_j\}\Big],\tag{11}$$
$$H_3=\sum_i\big[b_1q_i^3O_i+b_2q_i(q_j^2+q_l^2)O_i+p_i(b_3J_i+b_4J_i^3)\big],\tag{12}$$
where $p_i=q_i(q_j^2-q_l^2)$ and $(i,j,l)$ is cyclic.

Cyclic permutations, the threefold rotations about $[111]$, leave all these sums unchanged. The other generator is a fourfold rotation about $z$ followed by inversion:
$$R\mathbf q=(q_y,-q_x,-q_z),\qquad D(J_x,J_y,J_z)D^\dagger=(J_y,-J_x,J_z).$$
It gives $D(O_x,O_y,O_z)D^\dagger=(-O_y,O_x,-O_z)$. Both sides of (4) for the linear term are then $C(q_yO_x-q_xO_y-q_zO_z)$. The polynomials multiplying $O_i$ in $H_3$ change like $q_i$, so the same check applies. Also $\mathbf p(R\mathbf q)=(-p_y,p_x,p_z)$, and $\sum_ip_iJ_i$ becomes $-p_yJ_x+p_xJ_y+p_zJ_z$ on both sides; $J_i^3$ behaves likewise. In $H_2$ the squares permute, and each product $q_iq_j$ changes with $\{J_i,J_j\}$. The program tests the linear independence of the terms at each order. Their numbers equal $N_1,N_2,N_3$, so the lists are complete.

The spatial group also permits $q_x\{J_y,J_z\}$ plus cyclic terms. Its matrix is time-even while $\mathbf q$ is time-odd, so $\Theta$ forbids it. This is the second linear term counted by $N_1^0$.

## 8. A plane-wave model

A zinc-blende model, representing no named material, provides a test without characters. With wave vectors in $2\pi/a$ and energies in $E_0=\hbar^2(2\pi/a)^2/2m$, the matrix between plane waves is
$$\mathcal H_{GG'}=|\mathbf q+\mathbf G|^2\delta_{GG'}+V_{G-G'}\{1+i\lambda\boldsymbol\sigma\cdot[(\mathbf q+\mathbf G)\times(\mathbf q+\mathbf G')]\},$$
$$V_{\mathbf g}=\tfrac12\left[S+A+(S-A)e^{-i\pi(g_x+g_y+g_z)/2}\right].$$
At $|\mathbf g|^2=3,8,11$, $S=-0.6,0.05,0.2$. At $3,4,11$, $A=-0.2,-0.15,-0.05$. Other Fourier components vanish. With $\lambda=0.1$, $a=6.0$ Å and 51 plane waves, $E_0=4.178$ eV. The lowest quartet lies 1.28 eV above the nearest lower doublet. The 51 plane waves are part of the definition of the model, and the numbers below are not converged in the basis: with 259 plane waves this gap is 1.26 eV, $|C|$ rises from 0.044 to 0.065 eV Å, and $\gamma_1$ falls from 5.54 to 5.50.

**Folding to third order.** Along $\mathbf q=t\mathbf u$, $|\mathbf u|=1$, write $\mathcal H=\mathcal H_0+t\mathcal A+t^2$. Let $P$ label the quartet of energy $E$ and $Q$ the other states. The perturbed states have the form $(1+X)c$, with $c$ in $P$ and $X$ mapping $P$ to $Q$. The $P$ part of the eigenvalue equation defines $\mathcal K=\mathcal H_{PP}+\mathcal H_{PQ}X$; the $Q$ part is
$$\mathcal H_{QP}+\mathcal H_{QQ}X=X\mathcal K .$$
With $\mathcal R=(E-\mathcal H_{0,QQ})^{-1}$ and $X=tX_1+t^2X_2+\dots$, orders $t$ and $t^2$ give
$$X_1=\mathcal R\mathcal A_{QP},\qquad X_2=\mathcal R(\mathcal A_{QQ}X_1-X_1\mathcal A_{PP}).$$

Let $S_X=1+X^\dagger X$. The projector on the perturbed states is $(1+X)S_X^{-1}(1+X^\dagger)$, so (3) gives $W=(1+X)S_X^{-1/2}$. Since $\mathcal H(1+X)=(1+X)\mathcal K$, $H=S_X^{1/2}\mathcal KS_X^{-1/2}$. Expansion yields the coefficients of $t,t^2,t^3$:
$$\mathcal A_{PP},\qquad 1+\mathcal A_{PQ}X_1,\qquad \mathcal A_{PQ}X_2+\tfrac12[X_1^\dagger X_1,\mathcal A_{PP}].$$

For one direction $\mathbf u$ of no special symmetry, the norm of the difference from the exact effective matrix is $1.09\times10^{-8}E_0$ at $t=0.002$ and $1.74\times10^{-7}E_0$ at $t=0.004$. The ratio, 15.99, agrees with the factor $2^4=16$ expected from a fourth-order remainder. The size depends on the direction (at $t=0.002$ it is $0.80$, $1.04$ and $1.12\times10^{-8}E_0$ along $[001]$, $[110]$ and $[111]$), while the ratio is 15.99 in each case.

**Coefficients.** The quartet basis is aligned with spin-3/2 combinations of $p$-like trial functions. Resolving the matrices into (10)–(12) gives
$$C=-0.0444\ \text{eV Å},\qquad(\gamma_1,\gamma_2,\gamma_3)=(5.54,1.71,2.30),$$
$$(b_1,b_2,b_3,b_4)=(-19.2,10.2,-151.8,55.9)\ \text{eV Å}^3 .$$
The large opposite values of $b_3$ and $b_4$ partly reflect the choice of the overlapping matrices $J_i$ and $J_i^3$. On a state with $J_i=3/2$, their sum is $-151.8(1.5)+55.9(3.375)\approx-39$ eV Å$^3$; on a state with $J_i=1/2$ there is little cancellation, and the sum is $-151.8(0.5)+55.9(0.125)\approx-69$ eV Å$^3$.

Along $z$, $O_z$ joins $m=3/2$ to $-1/2$ with element $+1$, and $1/2$ to $-3/2$ with element $-1$. Its eigenvalues are $\pm1$, each twice, so the linear energies are $\pm|Cq|$. These eigenvalues of $H_1$ describe the bands only at very small $q$, because $H_2$ splits the coupled states by $4\gamma_2\hbar^2q^2/2m$, which equals $2|Cq|$ at $q\approx0.0034$ Å$^{-1}$. At $q=0.01$ Å$^{-1}$, $H_1$ alone gives $\pm0.44$ meV, but the exact levels are $-3.48$ and $-0.73$ meV, each twice, close to the $-3.41$ and $-0.81$ meV of $H_2$ alone.

**Counting by rank.** Sixteen crystals with independently varied parameters were folded in the same aligned basis. At each order, their matrices for many directions form the rows of an array, whose rank is the number of coefficients that vary independently. The ranks are 1, 3 and 4 for orders 1, 2 and 3.

Adding $\mu(q_x+G_x)(q_y+G_y)(q_z+G_z)$ to the diagonal preserves $T_d$, because $xyz$ is invariant, but breaks $\Theta$, because the product is odd in momentum. The expansion is now $\mathcal H_0+t\mathcal A+t^2\mathcal B+t^3c$, with $\mathcal B$ a diagonal matrix and $c=\mu u_xu_yu_z$. The same steps add $\mathcal B_{QP}$ inside the bracket of $X_2$, replace the 1 at second order by $\mathcal B_{PP}$, and add $c+\mathcal B_{PQ}X_1$ at third order. With this term the ranks become 2, 4 and 7. Relative to the largest singular value, those kept are at least about $10^{-3}$ and the first dropped at most about $10^{-12}$. Symmetry bounds each rank by the count of (2) with $\Theta$ and of (1) without it; the ranks reach these bounds, so the model uses every allowed term in both cases.

## 9. What the number does not count

$N_n$ counts matrix coefficients in a fixed symmetry-adapted basis, not independent features of the spectrum. A change of basis $e^{iS(\mathbf q)}$ that respects the symmetries leaves the energies unchanged. For the quartet one may take $S=s(q_x\{J_y,J_z\}+\text{cyclic})$: the $i$ in the exponent changes sign under $\Theta$, so this $S$ is allowed although it is forbidden in $H$. To first order in $s$, it changes $H_2$ by $i[S,H_1]$ and $H_3$ by $i[S,H_2]$. Along $z$, $\{J_x,J_y\}$ joins the same pairs of states as $O_z$, with element $-i\sqrt3/2$ in both pairs, and the first commutator is $\sqrt3\,sCq^2(J_z^2-\tfrac54)$, a shift of $\gamma_2$. When $C\neq0$, both quadratic and cubic coefficients therefore depend on the basis convention, here (3).

The expansion also loses its use when another level comes close. The denominators in $\mathcal R$ then become small, and that level must be included in $D$. Formula (2) applies to the enlarged set too, since its proof never required $D$ to be irreducible.

## Calculated quantities

```
Number of invariants (dimensionless), orders n = 0,1,2,3,4
Td triplet T2, no spin   antiunitary: [1, 0, 3, 1, 6]  unitary only: [1, 1, 3, 4, 7]
Td doublet, spin 1/2     antiunitary: [1, 0, 1, 1, 2]  unitary only: [1, 0, 1, 2, 3]
Td quartet Gamma8        antiunitary: [1, 1, 3, 4, 6]  unitary only: [1, 2, 4, 7, 10]
Oh quartet Gamma8        antiunitary: [1, 0, 3, 0, 6]  unitary only: [1, 0, 4, 0, 10]
C3v E at Gamma, 2D       antiunitary: [1, 0, 2, 1, 3]  unitary only: [1, 1, 2, 3, 3]
C3v E at valley K, 2D    antiunitary: [1, 1, 2, 2, 3]  unitary only: [1, 1, 2, 3, 3]
C3 pair joined by T, 2D  antiunitary: [1, 0, 3, 2, 5]  unitary only: [2, 2, 4, 6, 6]
C3 pair, T*mirror, 2D    antiunitary: [2, 1, 3, 3, 4]  unitary only: [2, 2, 4, 6, 6]
Td, Gamma8: class, size, chi^2, chi(g^2), T-even, T-odd, h1, h2, h3
E           1   16    4    6   10    3    6   10
C3          8    1    1    0    1    0    0    1
C2          3    0   -4    2   -2   -1    2   -2
S4          6    0    0    0    0   -1    0    0
sigma_d     6    0   -4    2   -2    1    2    2
Model: a = 6.0 angstrom, E0 = 4.1781 eV, plane waves = 51
Symmetric potential (E0), by |G|^2: {3: -0.6, 8: 0.05, 11: 0.2}
Antisymmetric potential (E0), by |G|^2: {3: -0.2, 4: -0.15, 11: -0.05}
Spin-orbit strength lam (dimensionless) = 0.1
Lowest 8 levels at Gamma, from quartet (eV): [-11.0474 -11.0474  -1.2821  -1.2821   0.       0.       0.       0.    ]
Overlap of quartet with trial p states = 0.7142
Series error at k=0.002, 0.004 (E0): 1.09e-08, 1.74e-07; ratio 15.99
Linear coefficient C = -0.011121 E0/(2pi/a) = -0.044370 eV angstrom
Luttinger gamma1 (dimensionless) = 5.54207
Luttinger gamma2 (dimensionless) = 1.70735
Luttinger gamma3 (dimensionless) = 2.29659
Cubic coefficient b1 = -19.15200 eV angstrom^3
Cubic coefficient b2 = 10.16834 eV angstrom^3
Cubic coefficient b3 = -151.81540 eV angstrom^3
Cubic coefficient b4 = 55.85659 eV angstrom^3
16 crystals, T kept  , order 1: rank 1; last kept 1.0e+00, first dropped 7.5e-13
16 crystals, T kept  , order 2: rank 3; last kept 4.9e-03, first dropped 7.3e-15
16 crystals, T kept  , order 3: rank 4; last kept 3.1e-03, first dropped 2.7e-13
16 crystals, T broken, order 1: rank 2; last kept 1.9e-01, first dropped 9.1e-13
16 crystals, T broken, order 2: rank 4; last kept 1.2e-03, first dropped 2.9e-14
16 crystals, T broken, order 3: rank 7; last kept 1.9e-03, first dropped 1.1e-12
```
